\section*{The von Weizsäcker lower bound on the positive kinetic-energy density, part 1}

(Sections cited here and not found follow in the second part.)

\section{Orbitals, density and a lower limit}

Q. A meta-GGA functional can be given the electron density, its gradient and a kinetic-energy density at each point. The first two describe the density, and the third comes from the orbitals. Are they independent, or does the density already restrict the third?

A. It restricts it, and the definitions are enough to find out how. Let the orbitals $\phi_i(\mathbf r)$ be differentiable, real or complex, with occupations $f_i\ge 0$. An orbital holding a spin pair has $f_i=2$. Define
\begin{align}
n&=\sum_i f_i|\phi_i|^2, \label{n}\\
\tau&=\frac{\hbar^2}{2m}\sum_i f_i|\nabla\phi_i|^2. \label{tau}
\end{align}
Here $m$ is the electron mass, $n$ is a number per volume and $\tau$ is an energy per volume. No term in $\tau$ can be negative, which is why it is called the positive kinetic-energy density. For a complex orbital, $|\nabla\phi|^2$ means $\nabla\phi^*\cdot\nabla\phi$.

Q. Complex orbitals will be a nuisance. A density gradient is real, while $\phi^*\nabla\phi$ is not.

A. Then remove them at the start. Write $\sqrt{f_i}\,\phi_i=p_i+\mathrm i q_i$ with $p_i$ and $q_i$ real. Then
\begin{equation}
f_i|\phi_i|^2=p_i^2+q_i^2,\qquad f_i|\nabla\phi_i|^2=|\nabla p_i|^2+|\nabla q_i|^2 .
\end{equation}
The cross terms cancel in both, because each is a complex number times its own conjugate. Put all the $p_i$ and $q_i$ into a single list of real functions $u_a$. The two definitions become
\begin{equation}
n=\sum_a u_a^2,\qquad \tau=\frac{\hbar^2}{2m}\sum_a|\nabla u_a|^2. \label{real}
\end{equation}
This is where $f_i\ge0$ is needed: otherwise $\sqrt{f_i}$ would not be real.

Q. The gradient of $n$ still has to be connected with the gradients of the $u_a$.

A. The product rule gives $\nabla(u_a^2)=2u_a\nabla u_a$, so
\begin{equation}
\nabla n=2\sum_a u_a\nabla u_a. \label{gradn}
\end{equation}
The right side is a sum of products. The sums of the squares of the two factors are $n$ and, apart from a constant, $\tau$. That is the setting of the Cauchy-Schwarz inequality.

Q. I would like to see that inequality proved, not named.

A. Take two lists of real numbers $A_a$ and $B_a$, with $\sum_a B_a^2>0$, and any real $\lambda$. A sum of squares is not negative:
\begin{equation}
0\le\sum_a(A_a-\lambda B_a)^2=\sum_a A_a^2-2\lambda\sum_a A_aB_a+\lambda^2\sum_a B_a^2 .
\end{equation}
The right side is smallest at $\lambda=\sum_a A_aB_a/\sum_a B_a^2$. Inserting this value, the second term is minus twice $(\sum_a A_aB_a)^2/\sum_a B_a^2$ and the third is plus once the same quantity. Hence
\begin{equation}
0\le \sum_a A_a^2-\frac{\left(\sum_a A_aB_a\right)^2}{\sum_a B_a^2},
\end{equation}
and multiplying by the positive number $\sum_a B_a^2$ gives
\begin{equation}
\Bigl(\sum_a A_aB_a\Bigr)^2\le\Bigl(\sum_a A_a^2\Bigr)\Bigl(\sum_a B_a^2\Bigr). \label{cs}
\end{equation}

Q. Those are lists of numbers. Your gradients are vectors.

A. Apply \eqref{cs} to one Cartesian component at a time. At a fixed point where $n>0$, set $B_a=u_a$ and $A_a=\partial_k u_a$ with $k=x,y,z$. By \eqref{gradn}, $\sum_a u_a\partial_k u_a=\tfrac12\partial_k n$, so
\begin{equation}
\tfrac14(\partial_k n)^2\le n\sum_a(\partial_k u_a)^2 .
\end{equation}
Adding the three components gives
\begin{equation}
\tfrac14|\nabla n|^2\le n\sum_a|\nabla u_a|^2 .
\end{equation}

Q. So what is the limit on $\tau$?

A. Multiply by $\hbar^2/(2mn)$, which is positive. The right side becomes $\tau$, and the factors on the left combine as $\tfrac14\cdot\tfrac12=\tfrac18$:
\begin{equation}
\boxed{\;\tau\ \ge\ \tau_W\equiv\frac{\hbar^2|\nabla n|^2}{8mn}\;} \label{bound}
\end{equation}
The quantity $\tau_W$ is the von Weizs\"acker kinetic-energy density. The bound holds point by point wherever $n>0$. No Schr\"odinger equation, orthogonality or normalization was used.

Q. What does it say physically?

A. A density that varies steeply must be made of orbitals that vary steeply, and steep orbitals carry kinetic energy. The reverse is not true. Orbitals can vary strongly while their squares add up to a flat density, and then $\tau$ is large and $\tau_W$ is small.

Q. An inequality throws something away. What is it here?

A. Consider the sum over pairs of functions
\begin{equation}
S=\sum_{a<b}|u_a\nabla u_b-u_b\nabla u_a|^2 .
\end{equation}
Each summand is unchanged when $a$ and $b$ are exchanged, and it vanishes for $a=b$. So $S$ is half the sum over all $a$ and $b$. Expanding the square,
\begin{align}
S&=\tfrac12\sum_{a,b}\bigl(u_a^2|\nabla u_b|^2+u_b^2|\nabla u_a|^2-2u_au_b\nabla u_a\cdot\nabla u_b\bigr)\nonumber\\
&=n\sum_a|\nabla u_a|^2-\Bigl|\sum_a u_a\nabla u_a\Bigr|^2
=n\sum_a|\nabla u_a|^2-\tfrac14|\nabla n|^2 .
\end{align}
The first two terms of the first line are equal after summation, which cancels the factor one half. The last step uses \eqref{gradn}. Multiplying by $\hbar^2/(2mn)$,
\begin{equation}
\tau-\tau_W=\frac{\hbar^2}{2mn}\sum_{a<b}|u_a\nabla u_b-u_b\nabla u_a|^2 . \label{pairs}
\end{equation}
The excess is a sum over pairs. A pair contributes when its two functions have different relative slopes. This identity was tested with three complex orbitals of unequal occupation at 40 random points, with all gradients taken by finite differences. The largest mismatch was $1.9\times10^{-8}$ of $\tau$.

Q. Then a density made from one orbital has no pairs, and the excess is zero.

A. For one real orbital, yes. The list holds a single function $u=\sqrt f\,\phi$. A direct calculation confirms it. From $n=f\phi^2$ we get $\nabla n=2f\phi\nabla\phi$, and
\begin{equation}
\tau_W=\frac{\hbar^2}{8m}\,\frac{4f^2\phi^2|\nabla\phi|^2}{f\phi^2}
=\frac{\hbar^2}{2m}f|\nabla\phi|^2=\tau . \label{one}
\end{equation}
The occupation cancels from the comparison, so one electron in the orbital and a spin pair in it both give equality. A constant phase factor on $\phi$ changes nothing either, since it drops out of $|\phi|^2$ and $|\nabla\phi|^2$.

Q. You divided by $\phi^2$. A p orbital has a nodal plane, and there $\tau_W$ is zero over zero.

A. At the node, \eqref{bound} defines nothing. But \eqref{one} holds at every nearby point with $\phi\ne0$, and its right side contains no division. If $\nabla\phi$ is continuous, $\tau_W$ therefore tends to $\hbar^2f|\nabla\phi|^2/(2m)$ as the node is approached. We define $\tau_W$ at the node by this limit, and equality then includes the node. In general this limit is not zero, although the density vanishes there.

Q. Why did you insist on a real orbital? A single complex orbital is still a single orbital.

A. It puts two functions in the list. With $\phi=a+\mathrm i b$ the functions are $\sqrt f\,a$ and $\sqrt f\,b$, and their one pair gives the vector
\begin{equation}
f(a\nabla b-b\nabla a)=f\,\mathrm{Im}(\phi^*\nabla\phi),
\end{equation}
because $(a-\mathrm i b)(\nabla a+\mathrm i\nabla b)$ has the imaginary part $a\nabla b-b\nabla a$. Without a magnetic field the particle current density is $\mathbf j=(\hbar f/m)\,\mathrm{Im}(\phi^*\nabla\phi)$. The vector is therefore $m\mathbf j/\hbar$, and \eqref{pairs} becomes
\begin{equation}
\tau-\tau_W=\frac{\hbar^2}{2mn}\,\frac{m^2|\mathbf j|^2}{\hbar^2}=\frac{m|\mathbf j|^2}{2n}. \label{current}
\end{equation}
Writing $\mathbf j=n\mathbf v$ turns this into $\tfrac12 mn|\mathbf v|^2$, the kinetic energy of a flow with velocity $\mathbf v$. The density alone does not reveal the flow, so $\tau_W$ misses it.

Q. Is that a small correction?

A. It need not be. Take one electron in the orbital
\begin{equation}
\phi=\pi^{-3/4}L^{-5/2}(x+\mathrm i y)\,e^{-r^2/(2L^2)},\qquad L=0.10\ \mathrm{nm},
\end{equation}
which circulates about the $z$ axis. Let $\rho$ be the distance from that axis. The phase of $x+\mathrm iy$ is the azimuthal angle, whose gradient has length $1/\rho$, so the speed is $\hbar/(m\rho)$. At the point $x=0.050$ nm, $y=z=0$, where $\rho=0.050$ nm, the density is $34.97\ \mathrm{nm^{-3}}$. With $\hbar^2/(2m)=0.03810\ \mathrm{eV\,nm^2}$ the flow energy is
\begin{equation}
\frac{\hbar^2}{2m}\frac{n}{\rho^2}=\frac{0.03810\times34.97}{0.0025}\approx 533\ \mathrm{eV/nm^3}.
\end{equation}
The values computed from the definitions are $\tau=832.6$ and $\tau_W=299.7\ \mathrm{eV/nm^3}$. Their difference is $532.9\ \mathrm{eV/nm^3}$, as \eqref{current} requires, and it is nearly two thirds of $\tau$. The normalized real orbital proportional to $x$, with the same Gaussian, gives $599.5\ \mathrm{eV/nm^3}$ for both $\tau$ and $\tau_W$ at that point.

Q. Suppose I find $\tau=\tau_W$ at some point of a molecule. May I conclude that one orbital is present there?

A. No. Take two s-type functions, $e^{-r^2/L^2}$ and $(1-r^2/L^2)e^{-r^2/L^2}$. At $r=0$ both have zero gradient, so $\tau=\tau_W=0$ there, yet they are different orbitals. Equality at a point says that the relative slopes agree at that point and no more.

Q. And if equality holds throughout a region?

A. Then much more follows. Where $n>0$, write $u_a=\sqrt n\,e_a$. Since $\sum_a u_a^2=n$, we have $\sum_a e_a^2=1$, and differentiating this gives $\sum_a e_a\nabla e_a=0$. The product rule gives $\nabla u_a=e_a\nabla\sqrt n+\sqrt n\,\nabla e_a$. Squaring and summing,
\begin{equation}
\sum_a|\nabla u_a|^2=|\nabla\sqrt n|^2+2\sqrt n\,\nabla\sqrt n\cdot\sum_a e_a\nabla e_a+n\sum_a|\nabla e_a|^2 .
\end{equation}
The middle term vanishes. Since $\nabla\sqrt n=\nabla n/(2\sqrt n)$, the first term is $|\nabla n|^2/(4n)$, which yields $\tau_W$. Thus
\begin{equation}
\tau=\tau_W+\frac{\hbar^2}{2m}\,n\sum_a|\nabla e_a|^2 . \label{dir}
\end{equation}
At the same 40 points this form was satisfied to $2.6\times10^{-8}$ of $\tau$. If $\tau=\tau_W$ throughout a connected region with $n>0$, every $\nabla e_a$ vanishes there and every $e_a$ is constant. Each occupied orbital is then a constant, possibly complex, times the one real function $\sqrt n$.

Q. Why the word connected?

A. Because the constants may change across a node. Compare $x^3e^{-r^2/L^2}$ with $|x|^3e^{-r^2/L^2}$. They are equal for $x>0$ and opposite for $x<0$, so equality holds in each half space. Yet they are orthogonal functions and not multiples of each other over all space. The conclusion belongs to each connected region separately.

\section{The bound in use}

Q. Before we turn to a molecule, put the symbols and results I need in one place.

A. The density $n$ and the positive kinetic-energy density $\tau$ are built from the same orbitals $\phi_i$ with occupations $f_i\ge0$:
\begin{equation}
n=\sum_i f_i|\phi_i|^2,\qquad \tau=K\sum_i f_i|\nabla\phi_i|^2,\qquad K=\frac{\hbar^2}{2m}=0.03810\ \mathrm{eV\,nm^2}.
\end{equation}
The von Weizs\"acker value is $\tau_W=K|\nabla n|^2/(4n)$. Where $n>0$ we have $\tau\ge\tau_W$. One real orbital gives equality, and the excess $\tau-\tau_W$ comes from pairs of real functions with different relative slopes.

Q. The kinetic-energy operator contains a Laplacian. Does the bound also hold for a kinetic-energy density written with it?

A. It does not. Define $\tau_L=-K\,\mathrm{Re}\sum_i f_i\phi_i^*\nabla^2\phi_i$. Differentiating $n$ twice gives
\begin{equation}
\nabla^2 n=2\,\mathrm{Re}\sum_i f_i\phi_i^*\nabla^2\phi_i+2\sum_i f_i|\nabla\phi_i|^2 .
\end{equation}
Multiply by $K/2$ and solve for the Laplacian term:
\begin{equation}
\tau_L=\tau-\frac K2\nabla^2n=\tau-\frac{\hbar^2}{4m}\nabla^2 n. \label{lap}
\end{equation}
For a molecule whose density gradient dies away fast enough at large distance, the integral of $\nabla^2n$ over all space is zero by the divergence theorem. The two forms then have the same total, but they differ locally.

Q. Show me a point where the Laplacian form breaks the bound.

A. Take one electron in the normalized s orbital $\phi\propto e^{-r^2/(2L^2)}$. From $\nabla\phi=-\mathbf r\phi/L^2$ and $\nabla^2\phi=(r^2/L^4-3/L^2)\phi$,
\begin{equation}
\tau=\tau_W=Kn\frac{r^2}{L^4},\qquad \tau_L=Kn\,\frac{3L^2-r^2}{L^4}.
\end{equation}
So $\tau_L<\tau_W$ once $r^2>\tfrac32L^2$. For $L=0.10$ nm and $r=0.20$ nm the numbers are $\tau=\tau_W=50.13$ and $\tau_L=-12.53\ \mathrm{eV/nm^3}$. The ratio $-1/4$ agrees with the formulas, which give $(3-4)/4$.

The density sets a pointwise lower limit $\tau_W$ on the positive kinetic-energy density $\tau$, reached by a single real orbital, while the Laplacian form can fall below that limit. It remains to see how a meta-GGA uses the excess $\tau-\tau_W$, what the bound looks like in a water molecule, and which practices in calculations for solids can break it.
